# Coulomb Capture Radius of a Charged Trap in Silicon Nitride: a numerical check

```python
"""Coulomb capture radius of a positively charged electron trap.

Result under test: r_c = e^2 / (4 pi eps0 eps_r k_B T), the separation at
which the electron-trap attraction equals k_B T; about 8.0 nm for
eps_r = 7 and T = 300 K.
Symbols: coulomb = e^2/(4 pi eps0) in eV nm; strength = coulomb/eps_r;
kt = k_B T in eV; r_c in nm. Fields are in V/nm (1 MV/cm = 0.1 V/nm).
The program also sizes effects absent from the one-trap, zero-field model.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import j0, k0

eps_r, temperature = 7.0, 300.0
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
strength = coulomb / eps_r
kt = sc.k * temperature / sc.e
r_c = strength / kt


# Separation work from the force in SI units, then a numerical root.
def separation_work(r_nm):
    def force_ev_per_nm(x_nm):
        newton = sc.e**2 / (4 * np.pi * sc.epsilon_0 * eps_r
                            * (x_nm * 1e-9)**2)
        return newton * 1e-9 / sc.e
    return quad(force_ev_per_nm, r_nm, np.inf, epsabs=1e-12)[0]


r_numeric = brentq(lambda r: separation_work(r) - kt, 1.0, 50.0)
assert abs(r_numeric / r_c - 1) < 1e-7
assert abs(r_c - 8.0) < 0.05
bohr_nm = sc.physical_constants["Bohr radius"][0] * 1e9
hartree_ev = sc.physical_constants["Hartree energy in eV"][0]
r_atomic = bohr_nm * hartree_ev / (eps_r * kt)
assert abs(r_atomic / r_c - 1) < 1e-7

# Diffusive escape: finite differences in s = ln(r/r_c).
# The trap absorbs at 0.1 r_c; escape is counted at 1000 r_c.
intervals = 8000
s = np.linspace(np.log(0.1), np.log(1000.0), intervals + 1)
h = s[1] - s[0]
x = np.exp(s)
drift = 1 - 1 / x[1:-1]
lower = 1 / h**2 - drift / (2 * h)
upper = 1 / h**2 + drift / (2 * h)
bands = np.zeros((3, intervals - 1))
bands[0, 1:] = upper[:-1]
bands[1] = -2 / h**2
bands[2, :-1] = lower[1:]
rhs = np.zeros(intervals - 1)
rhs[-1] = -upper[-1]
escape = np.concatenate(([0.0], solve_banded((1, 1), bands, rhs), [1.0]))
# The finite absorber and outer sphere shift the ideal law by below 1e-3.
for ratio in (0.5, 1.0, 2.0, 5.0):
    assert abs(np.interp(np.log(ratio), s, escape)
               - np.exp(-1 / ratio)) < 1e-3
escape_at_rc = np.interp(0.0, s, escape)


# Barrier top in a uniform field, located numerically.
def saddle(field):
    found = minimize_scalar(lambda r: strength / r + field * r,
                            bounds=(0.05, 60.0), method="bounded",
                            options={"xatol": 1e-10})
    return found.x, found.fun


thermal_field = kt / r_c
saddles = {}
for field in (thermal_field, 0.1, 0.5):
    position, lowering = saddle(field)
    assert abs(position / np.sqrt(strength / field) - 1) < 1e-5
    assert abs(lowering / (2 * np.sqrt(strength * field)) - 1) < 1e-8
    saddles[field] = (position, lowering)
assert abs(saddles[thermal_field][0] / r_c - 1) < 1e-5
assert saddles[0.5][0] < saddles[0.1][0] < r_c

# Trap and electron in the midplane of a film between two equal oxides,
# each oxide ended by a conducting plane.
film, eps_oxide, oxide = 6.0, 3.9, 5.0
nodes, weights = np.polynomial.legendre.leggauss(400)


def inverse_distance(rho, thickness, eps_out):
    """Effective 1/r: multiply by strength to get the attraction."""
    half = film / 2
    k_max = 36 / film
    k = (nodes + 1) * k_max / 2
    response = eps_out / np.tanh(k * thickness)
    induced = (np.exp(-k * half) * (eps_r - response)
               / (eps_r * np.sinh(k * half) + response * np.cosh(k * half)))
    return 1 / rho + np.sum(weights * j0(k * rho) * induced) * k_max / 2


very_thick = 1e6
contrast = (eps_r - eps_oxide) / (eps_r + eps_oxide)
image = np.arange(1, 60)
mode = np.arange(1, 400, 2)
height = film + 2 * oxide
for rho in (3.0, 8.0, 12.0):
    images = 1 / rho + 2 * np.sum(contrast**image
                                  / np.hypot(rho, image * film))
    assert abs(inverse_distance(rho, very_thick, eps_oxide)
               / images - 1) < 1e-7
    modes = 4 / height * np.sum(k0(mode * np.pi * rho / height))
    assert abs(inverse_distance(rho, oxide, eps_r) / modes - 1) < 1e-7


def film_radius(thickness):
    return brentq(lambda rho: strength * inverse_distance(
        rho, thickness, eps_oxide) - kt, 1.0, 30.0)


r_thick_oxide = film_radius(very_thick)
r_electrodes = film_radius(oxide)
assert r_thick_oxide > r_c
assert r_electrodes < r_thick_oxide

# Further neglected effects, with rough typical inputs.
use_temperature, eps_fast = 358.0, 4.0
density_cm3, mass_ratio = 1e18, 0.5
density_nm3 = density_cm3 * 1e-21
neighbours = 4 * np.pi / 3 * r_c**3 * density_nm3
spacing = density_nm3**(-1 / 3)
quantum_length = sc.hbar / np.sqrt(mass_ratio * sc.m_e * sc.k
                                   * temperature) * 1e9

print(f"Relative permittivity: {eps_r:.1f}")
print(f"Temperature: {temperature:.0f} K")
print(f"e^2/(4 pi eps0): {coulomb:.5f} eV nm")
print(f"Same divided by permittivity: {strength:.5f} eV nm")
print(f"Thermal energy kT: {kt:.6f} eV")
print(f"Capture radius, formula: {r_c:.3f} nm")
print(f"Capture radius, force integral and root: {r_numeric:.3f} nm")
print(f"Bohr radius: {bohr_nm:.7f} nm")
print(f"Hartree energy: {hartree_ev:.5f} eV")
print(f"Thermal energy in atomic units: {kt/hartree_ev:.4e} hartree")
print(f"Capture radius in atomic units: {r_c/bohr_nm:.2f} bohr")
print(f"Attraction at 8.0 nm: {strength/8.0:.6f} eV")
print(f"Radius if 3kT/2 is used: {strength/(1.5*kt):.3f} nm")
print(f"Escape probability at r_c, numerical: {escape_at_rc:.4f}")
print(f"Escape probability at r_c, ideal law: {np.exp(-1):.4f}")
print(f"Field placing saddle at r_c: {thermal_field*10:.4f} MV/cm")
for field in (0.1, 0.5):
    position, lowering = saddles[field]
    print(f"Saddle distance at {field*10:.0f} MV/cm: {position:.3f} nm")
    print(f"Barrier lowering at {field*10:.0f} MV/cm: {lowering:.3f} eV")
print(f"Temperature of use: {use_temperature:.0f} K")
print(f"Radius at that temperature: "
      f"{r_c*temperature/use_temperature:.3f} nm")
print(f"Fast-response permittivity: {eps_fast:.1f}")
print(f"Radius with fast permittivity, 300 K: {coulomb/eps_fast/kt:.2f} nm")
print(f"Charged-trap density: {density_cm3:.1e} cm^-3")
print(f"Density to the power -1/3: {spacing:.2f} nm")
print(f"Mean number of other traps within r_c: {neighbours:.2f}")
print(f"Effective mass: {mass_ratio:.1f} electron masses")
print(f"Quantum length hbar/sqrt(m kT): {quantum_length:.2f} nm")
print(f"Nitride film thickness: {film:.1f} nm")
print(f"Oxide permittivity: {eps_oxide:.1f}")
print(f"Midplane radius, very thick oxides: {r_thick_oxide:.2f} nm")
print(f"Oxide thickness on each side: {oxide:.1f} nm")
print(f"Midplane radius, oxides and conductors: {r_electrodes:.2f} nm")
print("all assertions hold")
```

Output:

```
Relative permittivity: 7.0
Temperature: 300 K
e^2/(4 pi eps0): 1.43996 eV nm
Same divided by permittivity: 0.20571 eV nm
Thermal energy kT: 0.025852 eV
Capture radius, formula: 7.957 nm
Capture radius, force integral and root: 7.957 nm
Bohr radius: 0.0529177 nm
Hartree energy: 27.21139 eV
Thermal energy in atomic units: 9.5004e-04 hartree
Capture radius in atomic units: 150.37 bohr
Attraction at 8.0 nm: 0.025714 eV
Radius if 3kT/2 is used: 5.305 nm
Escape probability at r_c, numerical: 0.3682
Escape probability at r_c, ideal law: 0.3679
Field placing saddle at r_c: 0.0325 MV/cm
Saddle distance at 1 MV/cm: 1.434 nm
Barrier lowering at 1 MV/cm: 0.287 eV
Saddle distance at 5 MV/cm: 0.641 nm
Barrier lowering at 5 MV/cm: 0.641 eV
Temperature of use: 358 K
Radius at that temperature: 6.668 nm
Fast-response permittivity: 4.0
Radius with fast permittivity, 300 K: 13.93 nm
Charged-trap density: 1.0e+18 cm^-3
Density to the power -1/3: 10.00 nm
Mean number of other traps within r_c: 2.11
Effective mass: 0.5 electron masses
Quantum length hbar/sqrt(m kT): 2.43 nm
Nitride film thickness: 6.0 nm
Oxide permittivity: 3.9
Midplane radius, very thick oxides: 13.33 nm
Oxide thickness on each side: 5.0 nm
Midplane radius, oxides and conductors: 6.01 nm
all assertions hold
```
